# RPA plasmon dispersion through fourth order from Lindhard moments

## 1. Electrons that start at rest

Take $n$ particles per unit volume, all with wave vector $\mathbf k=0$, on a rigid neutralizing background. Electrons cannot share one orbital in this way, but the case shows how a plasmon frequency arises. I use Hartree atomic units, $\hbar=m=e=1$, so a free particle has energy $\varepsilon_k=k^2/2$.

First I need the response of one free particle, and it costs nothing to let it have any $\mathbf k$. Let its potential energy be

$$V e^{i\theta}+V^*e^{-i\theta},\qquad \theta=\mathbf q\cdot\mathbf r-\omega t .$$

To first order in $V$ the wave function, up to normalization, is

$$\psi=e^{i(\mathbf k\cdot\mathbf r-\varepsilon_k t)}\left[1+a\,e^{i\theta}+b\,e^{-i\theta}\right].$$

Matching the two new plane waves in the Schrödinger equation gives

$$(\varepsilon_k+\omega)a=\varepsilon_{\mathbf k+\mathbf q}a+V,\qquad (\varepsilon_k-\omega)b=\varepsilon_{\mathbf k-\mathbf q}b+V^* .$$

In $|\psi|^2$ the coefficient of $e^{i\theta}$ is $a+b^*$, so

$$\frac{a+b^*}{V}=\frac{1}{\omega-(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_k)}-\frac{1}{\omega+(\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_k)} .\tag{1}$$

Since $\varepsilon_{\mathbf k\pm\mathbf q}-\varepsilon_k=\pm\mathbf k\cdot\mathbf q+q^2/2$, the denominators are $(\omega-\mathbf k\cdot\mathbf q)\mp q^2/2$, and the difference is

$$\frac{a+b^*}{V}=\frac{q^2}{(\omega-\mathbf k\cdot\mathbf q)^2-q^4/4}.\tag{2}$$

The term $\mathbf k\cdot\mathbf q$ is a Doppler shift. The term $q^4/4$ is the square of the recoil energy $q^2/2$.

For $n$ particles at $\mathbf k=0$ the density response per unit potential is therefore

$$\chi_0=\frac{nq^2}{\omega^2-q^4/4}.$$

In the random-phase approximation (RPA) the particles respond as free particles to the total potential: the external one plus the electrostatic potential of the induced density. Poisson's equation gives the latter as $(4\pi/q^2)\,\delta n$. Hence $V_{\rm tot}=V_{\rm ext}+(4\pi/q^2)\chi_0V_{\rm tot}$, or

$$V_{\rm tot}=\frac{V_{\rm ext}}{\epsilon},\qquad \epsilon(q,\omega)=1-\frac{4\pi}{q^2}\chi_0(q,\omega).\tag{3}$$

A zero of $\epsilon$ is an oscillation that sustains itself without an external potential. With $\omega_p^2=4\pi n$, the particles at rest give

$$\epsilon=1-\frac{\omega_p^2}{\omega^2-q^4/4}=0
\quad\Longrightarrow\quad \omega^2=\omega_p^2+\frac{q^4}{4}.\tag{4}$$

Both limits make sense. For $q\to0$ the whole gas oscillates at $\omega_p$. For large $q$ the frequency tends to $q^2/2$, the energy of one particle that has absorbed momentum $q$. There is no $q^2$ term, because nothing was moving.

## 2. Add the velocities, leave out the recoil

Now fill the Fermi sphere $k<k_F$ with two spins per orbital, at zero temperature, so that $n=k_F^3/(3\pi^2)$. In these units the Fermi velocity is $v_F=k_F$. To see what motion does by itself, I keep the Doppler shift in (2) and drop $q^4/4$. With $\hbar$ restored, the recoil frequency is $\hbar q^2/(2m)$, so this is the classical limit at a fixed velocity distribution.

Let $u$ be the velocity component along $\mathbf q$ in units of $v_F$. A slice of the sphere at fixed $u$ has area $\pi k_F^2(1-u^2)$. The normalized distribution is thus

$$F(u)=\tfrac34(1-u^2),\qquad -1\le u\le1,$$

and its even moments are

$$\langle u^{2m}\rangle=\frac32\left[\frac1{2m+1}-\frac1{2m+3}\right]=\frac{3}{(2m+1)(2m+3)} .$$

The ones needed are

$$\langle u^2\rangle=\frac15,\qquad\langle u^4\rangle=\frac3{35},\qquad\langle u^6\rangle=\frac1{21}.\tag{5}$$

The classical dielectric function is

$$\epsilon_{\rm cl}=1-\omega_p^2\int_{-1}^{1}\frac{F(u)\,du}{(\omega-qk_Fu)^2}.$$

For $\omega>qk_F$ use $(1-x)^{-2}=1+2x+3x^2+4x^3+5x^4+\dots$ with $x=qk_Fu/\omega$. Odd powers average to zero, and

$$\epsilon_{\rm cl}=1-\frac{\omega_p^2}{\omega^2}\left[1+\frac{aq^2}{\omega^2}+\frac{bq^4}{\omega^4}+O(q^6)\right],\tag{6}$$

$$a=3\langle u^2\rangle k_F^2=\tfrac35k_F^2,\qquad b=5\langle u^4\rangle k_F^4=\tfrac37k_F^4 .$$

Write $W=\omega^2$ and $P=\omega_p^2$. The zero of (6) satisfies

$$W=P+\frac{P}{W}aq^2+\frac{P}{W^2}bq^4+O(q^6).$$

At lowest order $W=P$, and at the next $W=P+aq^2$. The $q^2$ correction must be put back into the second term, where it matters at order $q^4$:

$$\frac PW=1-\frac{aq^2}{P}+O(q^4).$$

In the third term $P/W^2=1/P$ is enough. Therefore

$$W=P+aq^2+\frac{b-a^2}{P}q^4+O(q^6).\tag{7}$$

The numbers combine as

$$\frac37-\frac9{25}=\frac{75-63}{175}=\frac{12}{175},$$

so motion contributes $12k_F^4q^4/(175\,\omega_p^2)$.

The difference $b-a^2$ looks like a variance, and it is one, though not under $F$ itself. Integrating by parts, with $F(\pm1)=0$,

$$(2m+1)\langle u^{2m}\rangle=\int F\,\frac{d}{du}u^{2m+1}du=\int_{-1}^{1}\left[-uF'(u)\right]u^{2m}du .$$

The weight $-uF'(u)=\tfrac32u^2$ is non-negative and integrates to one. Under it, $u^2$ has mean $3/5$ and mean square $3/7$. So $12/175$ is the variance of $u^2$, and the contribution is positive.

As a limit, set $k_F\to0$ at fixed $\omega_p$. This is a formal limit: with two spins per orbital $\omega_p^2=4k_F^3/(3\pi)$ is tied to $k_F$, so it means shrinking the velocity spread while the density is held fixed, as if more and more particles could share each orbital. Then (7) gives $\omega=\omega_p$, which is (4) without its recoil term.

## 3. The full Lindhard function

Now keep both effects. In a Slater determinant of independent electrons each orbital evolves separately, so the responses (1) add. With $f_{\mathbf k}=1$ inside the Fermi sphere and $0$ outside,

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\left[\frac{f_{\mathbf k}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}-\frac{f_{\mathbf k}}{\omega+\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k}}\right].$$

Relabelling $\mathbf k\to\mathbf k+\mathbf q$ in the second term gives the usual Lindhard form

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$

For the moment expansion a different relabelling is better. Define

$$\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+\frac{q^2}{2}.$$

Replacing $\mathbf k$ by $-\mathbf k$ in the second term of the first form turns its denominator into $\omega+\Delta$. Hence

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\,\frac{2\Delta}{\omega^2-\Delta^2}.\tag{8}$$

For occupied $\mathbf k$, $|\Delta|$ is at most

$$E=qk_F+\frac{q^2}{2},$$

the upper edge of the electron-hole pair continuum. For $\omega>E$ no denominator vanishes, $\epsilon$ is real, and a geometric series is allowed:

$$\frac{2\Delta}{\omega^2-\Delta^2}=\frac{2}{\omega^2}\sum_{j\ge0}\frac{\Delta^{2j+1}}{\omega^{2j}} .$$

Let $\langle\cdot\rangle$ now denote the average over the Fermi sphere. Then

$$\epsilon=1-\frac{\omega_p^2}{\omega^2}\sum_{j\ge0}\frac{c_j}{\omega^{2j}},\qquad c_j=\frac{2}{q^2}\langle\Delta^{2j+1}\rangle .\tag{9}$$

### Is there a root, and may the series be cut?

In (8) the pairs with both states occupied cancel. The map $\mathbf k\to-\mathbf k-\mathbf q$ leaves $f_{\mathbf k}f_{\mathbf k+\mathbf q}$ unchanged and reverses the sign of $\Delta$, while the rest of the integrand is odd in $\Delta$. So $f_{\mathbf k}$ may be replaced by $f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})$, and the same holds in every $c_j$. What survives takes an electron from inside the sphere to outside, so $\Delta>0$. Three things follow for $\omega>E$.

- Each term $2\Delta/(\omega^2-\Delta^2)$ falls as $\omega$ grows, so $\epsilon$ rises. It has at most one zero there.
- All $c_j$ are positive and $c_0=2\langle\Delta\rangle/q^2=1$, so $\epsilon\le1-\omega_p^2/\omega^2$. If $E<\omega_p$, then $\epsilon$ is negative just above $E$. Since it tends to 1 at high frequency, a zero exists, and it lies at $\omega\ge\omega_p$. The condition $E<\omega_p$ is sufficient, not necessary: a zero exists whenever $\epsilon$ is negative just above the edge.
- Because $\Delta\le E$, we have $\langle\Delta^{2j+1}\rangle\le E^{2j}\langle\Delta\rangle$, that is $c_j\le E^{2j}$.

The part of the sum in (9) beyond $j=2$ is then bounded by

$$\sum_{j\ge3}\frac{c_j}{\omega^{2j}}\le\frac{(E/\omega)^6}{1-(E/\omega)^2}.\tag{10}$$

At the plasmon $\omega\ge\omega_p$ stays finite while $E$ vanishes like $q$, so the neglected part is $O(q^6)$. This is why a high-frequency expansion gives the small-$q$ dispersion.

The zero is also a peak of the loss function. Near it $\epsilon\approx\epsilon'(\omega-\omega_q)$, where $\epsilon'=\partial\epsilon/\partial\omega>0$. With the causal replacement $\omega\to\omega+i0^+$,

$$\operatorname{Im}\left[-\frac1\epsilon\right]=\frac{\pi}{\epsilon'}\,\delta(\omega-\omega_q).$$

The peak has no width, because within the RPA there are no electron-hole pairs with this wave vector and this frequency to absorb energy.

### The moments

Put $x=\mathbf k\cdot\mathbf q=k_Fqu$ and $d=q^2/2$. Odd powers of $x$ average to zero, so

$$\langle\Delta^3\rangle=3\langle x^2\rangle d+d^3,$$

$$\langle\Delta^5\rangle=5\langle x^4\rangle d+10\langle x^2\rangle d^3+d^5 .$$

From (5), $\langle x^2\rangle=k_F^2q^2/5$ and $\langle x^4\rangle=3k_F^4q^4/35$. Multiplication by $2/q^2=1/d$ gives

$$c_1=3\langle x^2\rangle+d^2=\tfrac35k_F^2q^2+\tfrac14q^4,\tag{11}$$

$$c_2=5\langle x^4\rangle+10\langle x^2\rangle d^2+d^4=\tfrac37k_F^4q^4+\tfrac12k_F^2q^6+\tfrac1{16}q^8.\tag{12}$$

Compared with (6), recoil has added $q^4/4$ to $c_1$, and it enters $c_2$ only from order $q^6$.

### Solving for the frequency

The condition $\epsilon=0$ reads

$$W=P+\frac{P}{W}c_1+\frac{P}{W^2}c_2+O(q^6).$$

Again $P/W=1-aq^2/P+O(q^4)$, so

$$\frac PWc_1=aq^2+\frac{q^4}{4}-\frac{a^2}{P}q^4+O(q^6),\qquad \frac{P}{W^2}c_2=\frac bPq^4+O(q^6).$$

Adding the pieces,

$$\boxed{\;\omega^2=\omega_p^2+\frac35v_F^2q^2+\left[\frac14+\frac{12}{175}\frac{v_F^4}{\omega_p^2}\right]q^4+O(q^6)\;}\tag{13}$$

In ordinary units the recoil frequency $q^2/2$ becomes $\hbar q^2/(2m)$, so $\tfrac14$ becomes $\hbar^2/(4m^2)$. The other terms keep their form.

At order $q^4$ the result is the sum of the two simple cases. The formal limit $k_F\to0$ at fixed $\omega_p$ of Section 2 returns (4), and dropping recoil returns (7). The numerical check confirms this split: zeros of the classical dielectric function give the velocity part alone, and zeros of the full one give the sum.

Which part dominates depends on density. With $r_s$ defined by $n=3/(4\pi r_s^3)$, we have $k_F\propto1/r_s$ and $\omega_p^2=3/r_s^3$, so the velocity part scales as $r_s^{-4}\cdot r_s^{3}=1/r_s$. The recoil part is constant. The total coefficient is 0.405, 0.328 and 0.289 at $r_s=2$, 4 and 8, of which 0.25 is recoil. The velocity part is $0.310/r_s$, so it exceeds the recoil part only for $r_s<1.24$; at all three densities quoted recoil is the larger part.

## 4. One order further, to know the error

To judge (13) at finite $q$ I want the next term. Write

$$W=P+aq^2+\beta q^4+\gamma q^6+\dots,\qquad \beta=\frac14+\frac{b-a^2}{P}.$$

The leading part of $c_3$ is $7\langle x^6\rangle=k_F^6q^6/3\equiv cq^6$. Two expansions are needed:

$$\frac PW=1-\frac{aq^2}{P}+\left(\frac{a^2}{P^2}-\frac\beta P\right)q^4+\dots,\qquad
\frac P{W^2}=\frac1P\left(1-\frac{2aq^2}{P}+\dots\right).$$

Collecting $q^6$ from the $c_1$, $c_2$ and $c_3$ terms in turn,

$$\gamma=\left[\frac{a^3}{P^2}-\frac{a\beta}{P}-\frac{a}{4P}\right]+\left[\frac{k_F^2}{2P}-\frac{2ab}{P^2}\right]+\frac{c}{P^2}.$$

Inserting $\beta$ and grouping powers of $P$,

$$\gamma=\frac{1}{P}\left(\frac{k_F^2}{2}-\frac a2\right)+\frac{c-3ab+2a^3}{P^2}.$$

The first bracket is $k_F^2(\tfrac12-\tfrac3{10})=k_F^2/5$. The second numerator is

$$k_F^6\left(\frac13-\frac{27}{35}+\frac{54}{125}\right)=k_F^6\,\frac{875-2025+1134}{2625}=-\frac{16}{2625}k_F^6 .$$

Hence

$$\gamma=\frac{k_F^2}{5\omega_p^2}-\frac{16}{2625}\frac{k_F^6}{\omega_p^4}.\tag{14}$$

The first term mixes recoil with motion, so the two effects stop being additive at this order. In the formal limit $k_F\to0$ at fixed $\omega_p$ both terms vanish, as (4) requires.

## 5. Numbers for $r_s=4$

For a model gas with $r_s=4$ bohr, $k_F=0.4798\ \mathrm{bohr}^{-1}$, $\omega_p^2=0.046875$ hartree², and the plasma energy is 0.2165 hartree, or 5.891 eV. In atomic units the coefficients of $\omega^2$ are

$$\tfrac35k_F^2=0.1381,\qquad \beta=0.2500+0.0775=0.3275,\qquad\gamma=0.948 .$$

The same three values come out of numerically located zeros of $\epsilon$, which do not use the expansion.

Take $q=0.4k_F=0.1919\ \mathrm{bohr}^{-1}$, so that $q^2=0.03683$ and $q^4=0.001357$. Then

$$\omega^2=0.046875+0.13812(0.036832)+0.3275(0.001357)$$

$$\phantom{\omega^2}=0.046875+0.005087+0.000444=0.052406\ \text{hartree}^2 .$$

The energy is $5.891\sqrt{0.052406/0.046875}=6.229$ eV. The full RPA root is 6.232 eV. Other wave vectors, with energies in eV, give:

| $q/k_F$ | edge $E$ | full RPA | $q^2$ only | $q^2$ + recoil | eq. (13) |
|---|---|---|---|---|---|
| 0.2 | 1.378 | 5.973 | 5.971 | 5.972 | 5.973 |
| 0.4 | 3.007 | 6.232 | 6.203 | 6.223 | 6.229 |
| 0.6 | 4.886 | 6.732 | 6.571 | 6.668 | 6.697 |
| 0.8 | 7.016 | 7.618 | 7.055 | 7.334 | 7.419 |

The fair measure of error is the shift from the plasma energy, since $\omega_p$ itself is common to all columns. At $0.4k_F$ the full RPA shift is 0.341 eV. The $q^2$ formula misses about 9% of it, adding recoil alone leaves about 3% missing, and (13) misses about 1%.

That last error is 3.0 meV. A small change $\gamma q^6$ in $\omega^2$ changes $\omega$ by $\gamma q^6/(2\omega)$, which here is 2.8 meV. So the $q^6$ term accounts for most of the discrepancy.

At $0.8k_F$ equation (13) misses about 12% of the shift. The ratio $E/\omega$, which controls the bound (10), has risen from 0.48 at $0.4k_F$ to 0.92, so the right side of (10) is about 4, larger than the leading term 1, and the bound no longer guarantees anything. The expansion in $q$ still improves when a term is added: including $\gamma q^6$ cuts the miss from 0.199 to 0.049 eV. The plasmon meets the pair continuum at $q=0.945k_F$, at 8.72 eV. There $E/\omega=1$ and the bound is useless. Just beyond this point $\epsilon$ is already positive at the edge, and since it rises with $\omega$, no zero remains above the continuum.

## 6. Taking the square root

If the dispersion is wanted for $\omega$ instead of $\omega^2$, the square root mixes orders. From $\sqrt{1+y}=1+y/2-y^2/8+\dots$ with $y=(aq^2+\beta q^4)/P$,

$$\omega=\omega_p+\frac{a}{2\omega_p}q^2+\left[\frac{\beta}{2\omega_p}-\frac{a^2}{8\omega_p^3}\right]q^4+O(q^6).$$

The velocity parts of the bracket combine as $\tfrac{6}{175}-\tfrac{9}{200}=\tfrac{48-63}{1400}=-\tfrac{3}{280}$, so

$$\omega=\omega_p+\frac{3v_F^2}{10\,\omega_p}q^2+\left[\frac{1}{8\omega_p}-\frac{3v_F^4}{280\,\omega_p^3}\right]q^4+O(q^6).\tag{15}$$

The velocity part is now negative, although in $\omega^2$ it is positive. A $q^4$ coefficient fitted to $\omega$ must therefore be compared with (15), and one fitted to $\omega^2$ with (13). At $r_s=4$ the coefficients in (15) are 0.319 and 0.521 in atomic units. These are $q\to0$ values, and a fit over a finite range absorbs the higher orders: a least-squares fit of a $q^2$ and a $q^4$ term to the full RPA $\omega-\omega_p$ at eight evenly spaced points gives a $q^4$ coefficient of 0.60 for $q\le0.4k_F$ and 0.86 for $q\le0.8k_F$.

## 7. What the RPA leaves out

The coefficients in (13) belong to the RPA. Suppose exchange and correlation weaken the effective interaction from $4\pi/q^2$ to $(4\pi/q^2)(1-gq^2)$ at small $q$, with $g$ a constant. Then $\omega_p^2$ in the condition $\epsilon=0$ is replaced by $\omega_p^2(1-gq^2)$, and the $q^2$ coefficient becomes $\tfrac35v_F^2-g\omega_p^2$. Such a correction enters one order before the $q^4$ term. Equation (13) is thus a precise statement about the RPA plasmon, and its $q^4$ term alone does not make it a more accurate description of a real metal.

## Table of computed values

```
density parameter rs = 4.0 bohr
density n = 3.730194e-03 bohr^-3
Fermi wave vector kF = 0.479790 bohr^-1
wp^2 = 0.046875 hartree^2
plasma energy = 0.216506 hartree = 5.8914 eV
mean of u^2 = 0.600000, variance = 0.068571 (no unit)
Coefficients of w^2 at rs = 4 (atomic units):
  q^2, formula: 0.138119
  q^2, from numerical roots: 0.138119
  q^4, recoil part: 0.250000
  q^4, velocity part: 0.077518
  q^4, total formula: 0.327518
  q^4, from numerical roots: 0.327518
  q^4, from classical roots: 0.077518
  q^6, formula: 0.9483
  q^6, from numerical roots: 0.9483
Coefficients of w at rs = 4 (atomic units):
  q^2: 0.318972
  q^4: 0.521406
Total q^4 coefficient of w^2 (atomic units), formula and roots:
  rs = 2: 0.405037, 0.405037
  rs = 8: 0.288759, 0.288759
plasmon meets continuum at q = 0.9454 kF = 0.4536 bohr^-1
energy there = 8.7211 eV
Plasmon energies in eV at rs = 4:
  q/kF  pair edge  full RPA  q^2 only  q^2+recoil  full q^4
  0.2   1.3781     5.9726    5.9708    5.9721      5.9725
  0.4   3.0067     6.2324    6.2029    6.2231      6.2294
  0.6   4.8859     6.7316    6.5715    6.6675      6.6970
  0.8   7.0157     7.6180    7.0552    7.3345      7.4189
full RPA minus full q^4 at 0.4 kF = 3.01 meV
estimate of it from the q^6 term = 2.82 meV
```
